# Hirsch's Ising Transformation and the Hirsch–Fye Dyson Equation: a program that tests the result

```python
"""
Result under test, for one interacting orbital d coupled to a quadratic bath:
 (A) exp(-dtau*U*(n_up*n_dn - (n_up+n_dn)/2))
       = (1/2) * sum over s=+1,-1 of exp(lam*s*(n_up-n_dn)),
     cosh(lam) = exp(dtau*U/2), U >= 0
 (B) G' = G + (G - 1)(exp(V'-V) - 1) G'
Symbols: dtau = beta/L is the imaginary-time step, s_l the Ising field on slice l,
V = diag(lam*sigma*s_l) with sigma = +1 (up) or -1 (down), and G the L x L
impurity Green matrix <d(tau_l) d^+(tau_m)>, time ordered, positive at equal time.
A slice is exp(-dtau*H0) exp(-dtau*Hint); operators act just before their slice.
H0 contains the shifted level eps_d + U/2. Energies are in a model unit E0.
Reference values come from traces over many-body Fock space.
"""
import numpy as np
from scipy.linalg import expm


def annihilators(n_modes):
    """Jordan-Wigner matrices of the annihilation operators."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = []
    for k in range(n_modes):
        m = np.eye(1)
        for j in range(n_modes):
            factor = parity if j < k else lower if j == k else np.eye(2)
            m = np.kron(m, factor)
        result.append(m)
    return result


def one_body(h, ops):
    """Fock-space operator sum_pq h_pq c_p^+ c_q."""
    n = len(ops)
    return sum(h[p, q] * ops[p].T @ ops[q] for p in range(n) for q in range(n))


# ---------------------------------------------------------------- model
U, eps_d, beta, L = 4.0, -1.0, 2.0, 8
bath_levels = np.array([-1.0, 1.5])
couplings = np.array([0.7, 0.5])
dtau = beta / L
N = 1 + len(bath_levels)
h_bare = np.diag(np.concatenate(([eps_d], bath_levels)))
h_bare[0, 1:] = couplings
h_bare[1:, 0] = couplings
h = h_bare.copy()
h[0, 0] += U / 2
lam = np.arccosh(np.exp(dtau * U / 2))
identity = np.eye(L)

# ---------------------------------------------------------------- discrete transformation
c_up, c_dn = annihilators(2)
n_up, n_dn = c_up.T @ c_up, c_dn.T @ c_dn


def both_sides(x):
    """Both sides of the transformation as 4 x 4 operators, x = dtau*U."""
    a = np.arccosh(np.exp(x / 2))
    left = expm(-x * (n_up @ n_dn - (n_up + n_dn) / 2))
    right = (expm(a * (n_up - n_dn)) + expm(-a * (n_up - n_dn))) / 2
    return left, right


for x in (0.01, 0.3, dtau * U, 3.0):
    left, right = both_sides(x)
    assert np.allclose(left, right, rtol=1e-11, atol=1e-11)
left, right = both_sides(dtau * U)
x_half = dtau * U / 2
lam_log = np.log(np.exp(x_half) + np.sqrt(np.exp(2 * x_half) - 1))
assert abs(lam_log - lam) < 1e-12
x_small = 1e-4
assert abs(np.arccosh(np.exp(x_small / 2)) / np.sqrt(x_small) - 1) < 1e-4

# ---------------------------------------------------------------- Fock-space definition, one spin
ops = annihilators(N)
d = ops[0]
free_step = expm(-dtau * one_body(h, ops))
number_d = d.T @ d


def fock_green(fields, sigma):
    """Time-ordered Green matrix and trace at fixed fields, from the definition."""
    steps = [free_step @ expm(lam * sigma * s * number_d) for s in fields]

    def evolve(a, b):
        p = np.eye(len(d))
        for k in range(a, b):
            p = steps[k] @ p
        return p

    z = np.trace(evolve(0, L))
    g = np.zeros((L, L))
    for l in range(L):
        for m in range(L):
            if l >= m:
                chain = evolve(l, L) @ d @ evolve(m, l) @ d.T @ evolve(0, m)
                g[l, m] = np.trace(chain) / z
            else:
                chain = evolve(m, L) @ d.T @ evolve(l, m) @ d @ evolve(0, l)
                g[l, m] = -np.trace(chain) / z
    return g, z


def space_time_matrix(fields, sigma):
    """Matrix O over slices and orbitals whose inverse is the Green matrix."""
    o = np.eye(N * L)
    hop = expm(-dtau * h)
    for l in range(L):
        kick = np.eye(N)
        kick[0, 0] = np.exp(lam * sigma * fields[l])
        row = (l + 1) % L
        sign = 1.0 if row == 0 else -1.0
        o[row * N:(row + 1) * N, l * N:(l + 1) * N] += sign * hop @ kick
    return o


def dyson(g, v_change):
    """New Green matrix and weight ratio for a change v_change of diag(V)."""
    a = identity + (identity - g) * (np.exp(v_change) - 1)[None, :]
    return np.linalg.solve(a, g), np.linalg.det(a)


fields_a = np.array([1, 1, -1, 1, -1, -1, 1, -1], dtype=float)
fields_b = np.array([-1, 1, 1, -1, -1, 1, 1, 1], dtype=float)
jump = {}
for sigma in (1, -1):
    g_a, z_a = fock_green(fields_a, sigma)
    g_b, z_b = fock_green(fields_b, sigma)
    o_a = space_time_matrix(fields_a, sigma)
    o_b = space_time_matrix(fields_b, sigma)
    full_a, full_b = np.linalg.inv(o_a), np.linalg.inv(o_b)
    assert np.allclose(full_a[::N, ::N], g_a, atol=1e-10)
    assert np.isclose(np.linalg.det(o_a), z_a, rtol=1e-10)
    change = lam * sigma * (fields_b - fields_a)
    full_factor = np.zeros(N * L)
    full_factor[::N] = np.exp(change) - 1
    full_rhs = full_a + ((full_a - np.eye(N * L)) * full_factor[None, :]) @ full_b
    assert np.allclose(full_b, full_rhs, atol=1e-9)
    g_new, ratio = dyson(g_a, change)
    assert np.allclose(g_new, g_b, atol=1e-10)
    assert np.isclose(ratio, z_b / z_a, rtol=1e-10)
    jump[sigma] = (g_a[0, 0], g_new[0, 0], g_b[0, 0], ratio, z_b / z_a,
                   np.max(np.abs(g_new - g_b)))

# ---------------------------------------------------------------- starting matrix at V = 0
levels, modes = np.linalg.eigh(h)
G0 = np.zeros((L, L))
for l in range(L):
    for m in range(L):
        tau = (l - m) * dtau
        wrap, sign = (0.0, 1.0) if l >= m else (beta, -1.0)
        occupation_factor = np.exp(-levels * (tau + wrap)) / (1 + np.exp(-beta * levels))
        G0[l, m] = sign * np.sum(modes[0] ** 2 * occupation_factor)
assert np.allclose(G0, fock_green(np.zeros(L), 1)[0], atol=1e-11)

# ---------------------------------------------------------------- all fields by single flips
fields = np.ones(L)
G, weight = {}, {}
for sigma in (1, -1):
    G[sigma], weight[sigma] = dyson(G0, lam * sigma * fields)
visited = set()
sum_w, sum_docc, sum_g = 0.0, 0.0, np.zeros((L, L))
smallest = np.inf
first_flip = {}
for k in range(2 ** L):
    if k > 0:
        site = (k & -k).bit_length() - 1
        for sigma in (1, -1):
            g = G[sigma]
            x = np.exp(-2 * lam * sigma * fields[site]) - 1
            R = 1 + (1 - g[site, site]) * x
            new = g + np.outer(g[:, site] - identity[:, site], g[site]) * x / R
            if k == 1:
                flipped = fields.copy()
                flipped[site] *= -1
                g_ref, z_new = fock_green(flipped, sigma)
                z_old = fock_green(fields, sigma)[1]
                assert np.isclose(R, z_new / z_old, rtol=1e-10)
                assert np.allclose(new, g_ref, atol=1e-10)
                first_flip[sigma] = (g[site, site], x, R, new[site, site])
            G[sigma] = new
            weight[sigma] *= R
        fields[site] *= -1
    visited.add(tuple(fields))
    smallest = min(smallest, weight[1], weight[-1])
    w = weight[1] * weight[-1]
    sum_w += w
    sum_docc += w * np.mean((1 - np.diag(G[1])) * (1 - np.diag(G[-1])))
    sum_g += w * G[1]
assert len(visited) == 2 ** L
assert smallest > 0
drift = max(np.max(np.abs(G[s] - fock_green(fields, s)[0])) for s in (1, -1))
assert drift < 1e-9
z_ratio = sum_w / 2 ** L
docc_hf = sum_docc / sum_w
g_hf = sum_g / sum_w

# ---------------------------------------------------------------- true interaction, both spins
both = annihilators(2 * N)
D_up, D_dn = both[0], both[N]
N_up, N_dn = D_up.T @ D_up, D_dn.T @ D_dn
H0 = one_body(h, both[:N]) + one_body(h, both[N:])
Hint = U * (N_up @ N_dn - (N_up + N_dn) / 2)
H = one_body(h_bare, both[:N]) + one_body(h_bare, both[N:]) + U * N_up @ N_dn
Z0 = np.trace(expm(-beta * H0))


def trotter(n_slices):
    """Z, occupation per spin, double occupancy and slice operator."""
    dt = beta / n_slices
    step = expm(-dt * H0) @ expm(-dt * Hint)
    rho = np.linalg.matrix_power(step, n_slices)
    z = np.trace(rho)
    return z, np.trace(rho @ N_up) / z, np.trace(rho @ N_up @ N_dn) / z, step


Z_t, n_t, docc_t, step = trotter(L)
power = np.linalg.matrix_power
g_t = [np.trace(power(step, L - j) @ D_up @ power(step, j) @ D_up.T) / Z_t
       for j in range(L)]
g_t_matrix = np.array([[g_t[l - m] if l >= m else -g_t[L + l - m]
                        for m in range(L)] for l in range(L)])
assert np.isclose(z_ratio, Z_t / Z0, rtol=1e-9)
assert np.isclose(docc_hf, docc_t, atol=1e-9)
assert np.allclose(g_hf, g_t_matrix, atol=1e-9)
n_hf = 1 - np.mean(np.diag(g_hf))
assert np.isclose(n_hf, n_t, atol=1e-9)

rho = expm(-beta * H)
Z_x = np.trace(rho)
n_x = np.trace(rho @ N_up) / Z_x
docc_x = np.trace(rho @ N_up @ N_dn) / Z_x
tau_mid = (L // 2) * dtau
g_x_mid = np.trace(expm(-(beta - tau_mid) * H) @ D_up
                   @ expm(-tau_mid * H) @ D_up.T) / Z_x
slices = (8, 16, 32, 64, 128)
errors = []
for n_slices in slices:
    z, n, docc, _ = trotter(n_slices)
    errors.append((np.log(z / Z_x), n - n_x, docc - docc_x))
errors = np.array(errors)
order_ratio = errors[-2] / errors[-1]
assert np.all(np.abs(order_ratio - 4) < 0.2)

# ---------------------------------------------------------------- output
print(f"U = {U:.1f} E0, eps_d = {eps_d:.1f} E0, shifted level = {h[0, 0]:.1f} E0")
print(f"bath levels = {bath_levels} E0, couplings = {couplings} E0")
print(f"beta = {beta:.1f} /E0, L = {L}, dtau = {dtau:.3f} /E0")
print(f"dtau*U = {dtau * U:.3f}, cosh(lambda) = {np.cosh(lam):.6f} (dimensionless)")
print(f"lambda = {lam:.6f}, sqrt(dtau*U) = {np.sqrt(dtau * U):.6f} (dimensionless)")
for name, i in (("empty", 0), ("one electron", 1), ("two electrons", 3)):
    print(f"transformation, {name}: left {left[i, i]:.6f}, right {right[i, i]:.6f}")
print("starting matrix V=0, first column (dimensionless):")
print("  " + " ".join(f"{v:.5f}" for v in G0[:, 0]))
print("single flip of slice 1, from all fields +1 (dimensionless):")
for sigma, name in ((1, "up"), (-1, "down")):
    a, x, R, b = first_flip[sigma]
    print(f"  {name}: G_11 = {a:.6f}, x = {x:.6f}, R = {R:.6f}, new G_11 = {b:.6f}")
R_total = first_flip[1][2] * first_flip[-1][2]
print(f"  R_up*R_down = {R_total:.6f}, heat-bath probability = {R_total / (1 + R_total):.6f}")
print("fields a:", fields_a.astype(int))
print("fields b:", fields_b.astype(int))
print(f"slices that differ: {int(np.sum(fields_a != fields_b))}")
for sigma, name in ((1, "up"), (-1, "down")):
    a, b, ref, r, r_ref, dev = jump[sigma]
    print(f"  {name}: G_11(a) = {a:.6f}, G_11(b) Dyson {b:.6f}, Fock {ref:.6f}")
    print(f"  {name}: weight ratio det A = {r:.6f}, Fock {r_ref:.6f}")
    print(f"  {name}: largest deviation of G(b) = {dev:.1e}")
print(f"configurations visited = {len(visited)}")
print(f"smallest one-spin weight relative to V=0 = {smallest:.6f}")
print(f"largest error of G after {2 ** L - 1} flips = {drift:.1e}")
print("field sum | Trotter product | exact (dimensionless):")
print(f"  Z/Z0:             {z_ratio:.6f} | {Z_t / Z0:.6f} | {Z_x / Z0:.6f}")
print(f"  n per spin:       {n_hf:.6f} | {n_t:.6f} | {n_x:.6f}")
print(f"  double occupancy: {docc_hf:.6f} | {docc_t:.6f} | {docc_x:.6f}")
print(f"  G(tau={tau_mid:.1f}/E0):    {g_hf[L // 2, 0]:.6f} | {g_t[L // 2]:.6f} | {g_x_mid:.6f}")
print("Trotter errors: L, ln Z, n per spin, double occupancy (dimensionless)")
for n_slices, e in zip(slices, errors):
    print(f"  {n_slices:4d} {e[0]: .3e} {e[1]: .3e} {e[2]: .3e}")
print("error ratio on last halving of dtau: " + " ".join(f"{r:.3f}" for r in order_ratio))
print("all assertions hold")
```

Running it gives:

```
U = 4.0 E0, eps_d = -1.0 E0, shifted level = 1.0 E0
bath levels = [-1.   1.5] E0, couplings = [0.7 0.5] E0
beta = 2.0 /E0, L = 8, dtau = 0.250 /E0
dtau*U = 1.000, cosh(lambda) = 1.648721 (dimensionless)
lambda = 1.085039, sqrt(dtau*U) = 1.000000 (dimensionless)
transformation, empty: left 1.000000, right 1.000000
transformation, one electron: left 1.648721, right 1.648721
transformation, two electrons: left 1.000000, right 1.000000
starting matrix V=0, first column (dimensionless):
  0.81815 0.60458 0.45587 0.35183 0.27943 0.23033 0.19936 0.18361
single flip of slice 1, from all fields +1 (dimensionless):
  up: G_11 = 0.020817, x = -0.885831, R = 0.132609, new G_11 = 0.156982
  down: G_11 = 0.990267, x = 7.758958, R = 1.075521, new G_11 = 0.920732
  R_up*R_down = 0.142624, heat-bath probability = 0.124822
fields a: [ 1  1 -1  1 -1 -1  1 -1]
fields b: [-1  1  1 -1 -1  1  1  1]
slices that differ: 5
  up: G_11(a) = 0.671186, G_11(b) Dyson 0.518714, Fock 0.518714
  up: weight ratio det A = 2.256729, Fock 2.256729
  up: largest deviation of G(b) = 6.2e-15
  down: G_11(a) = 0.874138, G_11(b) Dyson 0.888239, Fock 0.888239
  down: weight ratio det A = 0.766762, Fock 0.766762
  down: largest deviation of G(b) = 8.9e-15
configurations visited = 256
smallest one-spin weight relative to V=0 = 0.674336
largest error of G after 255 flips = 2.5e-14
field sum | Trotter product | exact (dimensionless):
  Z/Z0:             10.111146 | 10.111146 | 9.974050
  n per spin:       0.437111 | 0.437111 | 0.436523
  double occupancy: 0.025808 | 0.025808 | 0.027589
  G(tau=1.0/E0):    0.231531 | 0.231531 | 0.230830
Trotter errors: L, ln Z, n per spin, double occupancy (dimensionless)
     8  1.365e-02  5.879e-04 -1.782e-03
    16  3.450e-03  1.408e-04 -4.611e-04
    32  8.649e-04  3.480e-05 -1.163e-04
    64  2.164e-04  8.674e-06 -2.914e-05
   128  5.410e-05  2.167e-06 -7.288e-06
error ratio on last halving of dtau: 3.999 4.003 3.998
all assertions hold
```
